# Does the ground state change at the Jaynes–Cummings level crossing?: a program that tests the result

```python
"""
Result under test: the Jaynes-Cummings (JC) ground-state crossing at
g = sqrt(omega*omega0) is absent from the full Rabi model, whose ground
state has parity +1 at every coupling g.

H = omega a^dag a + (omega0/2) sigma_z + g (a sigma_+ + a^dag sigma_-)
    + lam g (a sigma_- + a^dag sigma_+) + D (a + a^dag)^2 + (bias/2) sigma_x
lam = 0 is JC, lam = 1 is Rabi.  Parity = -sigma_z (-1)^(a^dag a).
N = a^dag a + sigma_+ sigma_- is the excitation number conserved by JC.
All energies are in units of hbar*omega unless omega is given explicitly.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq

CUT = 80
a = np.kron(np.eye(2), np.diag(np.sqrt(np.arange(1, CUT)), 1))
ad = a.T
raise_spin = np.kron(np.array([[0., 1.], [0., 0.]]), np.eye(CUT))
lower_spin = raise_spin.T
sz = np.kron(np.diag([1., -1.]), np.eye(CUT))
sx = raise_spin + lower_spin
photons = np.tile(np.arange(CUT), 2)
excited = np.repeat([1, 0], CUT)
excitations = photons + excited
parity = -np.diag(sz) * (-1.0) ** photons
ROT = a @ raise_spin + ad @ lower_spin
COUNTER = a @ lower_spin + ad @ raise_spin
NUM = ad @ a
FIELD2 = (a + ad) @ (a + ad)


def hamiltonian(g, w0, lam=1.0, w=1.0, D=0.0, bias=0.0):
    return (w * NUM + 0.5 * w0 * sz + g * ROT + lam * g * COUNTER
            + D * FIELD2 + 0.5 * bias * sx)


def block_ground(H, mask):
    return np.linalg.eigvalsh(H[np.ix_(mask, mask)])[0]


def parity_levels(*args, **kwargs):
    H = hamiltonian(*args, **kwargs)
    return block_ground(H, parity > 0), block_ground(H, parity < 0)


def parity_gap(*args, **kwargs):
    plus, minus = parity_levels(*args, **kwargs)
    return minus - plus


def ground_vector(H):
    return np.linalg.eigh(H)[1][:, 0]


w0 = 0.64
g_jc = np.sqrt(w0)
print(f"omega = 1, omega0 = {w0:.2f}; energies in hbar*omega")
print(f"JC crossing g = sqrt(omega*omega0) = {g_jc:.4f}")

# JC levels and crossings: blocks of the matrix against closed formulas
for w, q in [(1.0, 0.64), (0.7, 1.3)]:
    for n in range(1, 6):
        mask = excitations == n
        for g in (0.3, 1.1):
            formula = (n - 0.5) * w - 0.5 * np.sqrt((q - w)**2 + 4*g*g*n)
            value = block_ground(hamiltonian(g, q, 0.0, w), mask)
            assert abs(value - formula) < 1e-11
        g_n = np.sqrt(w * ((n - 1) * w + q))
        value = block_ground(hamiltonian(g_n, q, 0.0, w), mask)
        assert abs(value + q / 2) < 1e-11
for g, expected in [(0.4, 0), (0.79, 0), (0.81, 1), (2.0, 1)]:
    v = ground_vector(hamiltonian(g, w0, 0.0))
    assert abs(v**2 @ excitations - expected) < 1e-9

# Parity symmetry and ordering in the Rabi model, over a broad scan
H = hamiltonian(0.8, w0)
assert np.max(np.abs(H * (parity[:, None] - parity[None, :]))) < 1e-12
for q in (0.1, 0.64, 1.0, 3.0):
    for g in np.linspace(0, 3, 31):
        assert parity_gap(g, q) > 1e-11

print("Levels: JC N=0, JC lower N=1, Rabi parity +, Rabi parity -")
for g in (0.2, 0.4, 0.6, 0.8, 1.0, 1.2, 1.6, 2.0):
    HJ = hamiltonian(g, w0, 0.0)
    e0 = block_ground(HJ, excitations == 0)
    e1 = block_ground(HJ, excitations == 1)
    ep, em = parity_levels(g, w0)
    assert ep <= -g*g - 0.5 * w0 * np.exp(-2*g*g) + 1e-11
    print(f" g={g:.1f}: {e0:.5f} {e1:.5f} {ep:.5f} {em:.5f}")
print("Rabi gap E(-)-E(+), and estimate omega0*exp(-2g^2/omega^2)")
for g in (0.4, 0.8, 1.2, 1.6, 2.0):
    print(f" g={g:.1f}: {parity_gap(g, w0):.4e}"
          f" {w0 * np.exp(-2*g*g):.4e}")

# The gap estimate is first order in omega0; its relative error is second order
errors = [parity_gap(0.3, q) / (q * np.exp(-0.18)) - 1 for q in (0.1, 0.05)]
assert 3.7 < errors[0] / errors[1] < 4.3

# Weak-coupling shift caused by the counter-rotating terms
g_small = 0.02
shift = (parity_levels(g_small, w0)[0] + w0 / 2) / g_small**2
assert abs(shift * (1 + w0) + 1) < 2e-3
print(f"Weak coupling: shift/g^2 = {shift:.4f},"
      f" -1/(omega+omega0) = {-1/(1+w0):.4f}")
print(f"g/(omega+omega0) at JC crossing = {g_jc/(1+w0):.4f}")

print("Mean photon number in the ground state: JC, Rabi")
for g in (0.79, 0.81):
    vj = ground_vector(hamiltonian(g, w0, 0.0))
    vr = ground_vector(hamiltonian(g, w0))
    print(f" g={g:.2f}: {abs(vj**2 @ photons):.4f} {vr**2 @ photons:.4f}")
v = ground_vector(hamiltonian(g_jc, w0))
assert abs(v**2 @ parity - 1) < 1e-10
print(f"Rabi ground at g=0.8: parity = {v**2 @ parity:.6f}")
print(f" probability of |g,0> = {v[CUT]**2:.4f}")
print(f" probability of |e,1> = {v[1]**2:.4f}")

# Reflection form of the two parity sectors on a real-space grid
x = np.linspace(-8, 8, 801)
h = x[1] - x[0]
kinetic = (np.diag(np.full(x.size, 1 / h**2))
           - np.diag(np.full(x.size - 1, 0.5 / h**2), 1)
           - np.diag(np.full(x.size - 1, 0.5 / h**2), -1))
common = kinetic + np.diag(0.5*x*x - 0.5 + np.sqrt(2)*g_jc*x)
reflection = np.fliplr(np.eye(x.size))
H_plus = common - 0.5 * w0 * reflection
H_minus = common + 0.5 * w0 * reflection
ep_grid, phi = eigh(H_plus, subset_by_index=[0, 0])
em_grid, psi = eigh(H_minus, subset_by_index=[0, 0])
phi = phi[:, 0] * np.sign(phi.sum())
absolute = np.abs(psi[:, 0])
trial = absolute @ H_plus @ absolute
ep, em = parity_levels(g_jc, w0)
# Second-order finite differences with this spacing err by about 1e-5
assert abs(ep_grid[0] - ep) < 5e-5 and abs(em_grid[0] - em) < 5e-5
assert np.min(phi[np.abs(x) < 4]) > 1e-9
assert ep_grid[0] < trial < em_grid[0]
print("Reflection argument on grid, g=0.8:")
print(f" E(+) = {ep_grid[0]:.4f}, trial |psi| = {trial:.4f},"
      f" E(-) = {em_grid[0]:.4f}")

# Crossing with scaled counter-rotating terms: search against the formula
print("Scaled counter-rotating terms: lambda, g found, g formula, energy")
for w, q, strengths in [(1.0, w0, (0.0, 0.5, 0.8, 0.9)),
                        (0.7, 1.3, (0.5,))]:
    for lam in strengths:
        gc = np.sqrt(w * q / (1 - lam**2))
        found = brentq(lambda g: parity_gap(g, q, lam, w),
                       0.9 * gc, 1.1 * gc, xtol=1e-12)
        assert abs(found - gc) < 1e-7
        for fraction in np.linspace(0.05, 0.98, 16):
            assert parity_gap(fraction * gc, q, lam, w) > 0
        energy = parity_levels(found, q, lam, w)[0]
        assert abs(energy + gc**2 * (1 + lam**2) / (2*w)) < 1e-6
        B = gc * (lower_spin + lam * raise_spin)
        A = a + B / w
        constant = -gc**2 * (1 + lam**2) / (2 * w)
        difference = (hamiltonian(gc, q, lam, w) - w * A.T @ A
                      - constant * np.eye(2 * CUT))
        assert np.max(np.abs(difference)) < 1e-10
        if w == 1.0:
            print(f" {lam:.1f}: {found:.5f} {gc:.5f} {energy:.5f}")

# A positive quadratic field term does not change the parity ordering
for g in (0.5, 0.8, 1.0, 2.0):
    assert parity_gap(g, w0, D=g*g/w0) > 1e-8
D = g_jc**2 / w0
print(f"With D = {D:.2f}, g=0.8: gap = {parity_gap(g_jc, w0, D=D):.5f}")

# A bias breaks parity and mixes the close pair at strong coupling
print("Mean parity of ground state at g=2 with bias:")
means = []
for bias in (0.0, 0.001):
    v = ground_vector(hamiltonian(2.0, w0, bias=bias))
    means.append(v**2 @ parity)
    print(f" bias={bias:.3f}: mean parity = {means[-1]:.4f}")
assert abs(means[0] - 1) < 1e-8 and means[1] < 0.5

print("checks complete")
```

Printed output:

```
omega = 1, omega0 = 0.64; energies in hbar*omega
JC crossing g = sqrt(omega*omega0) = 0.8000
Levels: JC N=0, JC lower N=1, Rabi parity +, Rabi parity -
 g=0.2: -0.32000 0.23093 -0.34462 0.22404
 g=0.4: -0.32000 0.06137 -0.42135 0.01104
 g=0.6: -0.32000 -0.12642 -0.55901 -0.26599
 g=0.8: -0.32000 -0.32000 -0.77209 -0.59850
 g=1.0: -0.32000 -0.51607 -1.07650 -0.98915
 g=1.2: -0.32000 -0.71342 -1.48066 -1.44383
 g=1.6: -0.32000 -1.11009 -2.57323 -2.56930
 g=2.0: -0.32000 -1.50808 -4.00697 -4.00675
Rabi gap E(-)-E(+), and estimate omega0*exp(-2g^2/omega^2)
 g=0.4: 4.3239e-01 4.6474e-01
 g=0.8: 1.7359e-01 1.7794e-01
 g=1.2: 3.6833e-02 3.5926e-02
 g=1.6: 3.9281e-03 3.8247e-03
 g=2.0: 2.1924e-04 2.1470e-04
Weak coupling: shift/g^2 = -0.6098, -1/(omega+omega0) = -0.6098
g/(omega+omega0) at JC crossing = 0.4878
Mean photon number in the ground state: JC, Rabi
 g=0.79: 0.0000 0.4098
 g=0.81: 0.3915 0.4401
Rabi ground at g=0.8: parity = 1.000000
 probability of |g,0> = 0.6869
 probability of |e,1> = 0.2194
Reflection argument on grid, g=0.8:
 E(+) = -0.7721, trial |psi| = -0.6501, E(-) = -0.5985
Scaled counter-rotating terms: lambda, g found, g formula, energy
 0.0: 0.80000 0.80000 -0.32000
 0.5: 0.92376 0.92376 -0.53333
 0.8: 1.33333 1.33333 -1.45778
 0.9: 1.83533 1.83533 -3.04842
With D = 1.00, g=0.8: gap = 0.56631
Mean parity of ground state at g=2 with bias:
 bias=0.000: mean parity = 1.0000
 bias=0.001: mean parity = 0.2144
checks complete
```
